# What the plus one in the plus-one damage model counts

**Q:** I model boron diffusion after implantation into silicon. For a non-amorphizing implant I start with one interstitial per implanted ion, as the plus-one model prescribes. I take this to mean that each ion creates one Frenkel pair: one host atom knocked off its site, and one vacancy left behind. Is that right?

**A:** Test it first against the energy available. Let $E_d$ be the energy needed to displace a host atom, and let $\nu(E)$ be the mean number of displaced atoms produced by a recoil of energy $E$, counting the recoil itself. In a simple cascade model, a recoil below $E_d$ produces no lasting displacement, and one between $E_d$ and $2E_d$ produces one. Above $2E_d$ it collides with another atom and shares its energy, every division being equally likely, as for hard spheres of equal mass. With $T$ the energy transferred,

$$\nu(E)=\frac1E\int_0^E[\nu(T)+\nu(E-T)]\,dT=\frac2E\int_0^E\nu(T)\,dT .$$

The two terms have equal integrals because $T\to E-T$ turns one into the other. Multiply by $E$ and differentiate:

$$\nu+E\frac{d\nu}{dE}=2\nu,\qquad \frac{d\nu}{dE}=\frac{\nu}{E},\qquad \nu=cE .$$

The constant follows at $E=2E_d$. There the integral is $E_d$, since $\nu=1$ from $E_d$ to $2E_d$ and zero below. Thus $\nu(2E_d)=(2/2E_d)E_d=1$, so $c=1/(2E_d)$ and

$$\nu(E)=\frac{E}{2E_d}\qquad(E>2E_d).$$

Take round numbers: an ion gives 10 keV to atomic displacements, in five recoils of 2000 eV, and $E_d=20$ eV. Each recoil makes $2000/40=50$ pairs, so the ion makes 250. Random sampling of the same energy-sharing rule gives $250.5\pm0.3$. This tests the solution of the model, not the model's description of silicon, but it shows the scale: one pair per ion would be far too few here.

**Q:** Then the model should start with 250 interstitials per ion. Why does it use one?

**A:** Because those 250 interstitials come with 250 vacancies. Count the atoms. Consider a crystal with $M$ lattice sites, initially filled by $M$ host atoms, and let no sites or atoms be gained or lost at its surface. After implantation let there be

- $N_h$ host atoms on sites,
- $N_I$ host atoms between sites, the self-interstitials,
- $N_V$ vacancies,
- $N_s$ dopant atoms on sites.

Every site holds a host atom, a dopant or nothing, and every host atom is on a site or between sites:

$$M=N_h+N_s+N_V,\qquad M=N_h+N_I .$$

Subtracting the first equation from the second gives

$$N_I-N_V=N_s .$$

The number of pairs has dropped out. Making a pair raises $N_I$ and $N_V$ together, and recombination lowers them together. If recombination continues until no vacancy remains, and a fraction $f$ of the $N_{\rm ion}$ implanted atoms is substitutional, then

$$N_I=fN_{\rm ion}.$$

For $f=1$ one self-interstitial survives per ion. That is the plus one: a net excess caused by an added atom that has taken a lattice site.

**Q:** Does it matter how the dopant reaches its site? It might fall into a vacancy, or it might push out a host atom.

**A:** The balance is the same. If it fills a vacancy, $N_V$ decreases by one, and some host interstitial has lost its partner. If it kicks out a host atom, $N_I$ increases by one. Either way $N_I-N_V$ rises by one.

What matters is whether the dopant becomes substitutional at all. An explicit count on crystal sites shows this with only two pairs per ion. There are then three loose atoms per ion, two host atoms and one dopant, competing for two vacancies. Random filling should put about two thirds of the dopants on sites. With kick-out forbidden, the count gives a substitutional fraction of 0.6633 and the same number of self-interstitials per ion. The remaining third of the added atoms are dopant interstitials. With kick-out certain, both numbers become 1.0000, for two pairs per ion and for 250 alike.

**Q:** So if I really started with one Frenkel pair per ion, and nothing else, what would be left?

**A:** Nothing, once recombination was complete. Your reading starts with the right number of interstitials but adds an equal number of vacancies, and those cancel the excess.

Defect motion does not alter this. Let $I(x,t)$ and $V(x,t)$ be the densities of self-interstitials and vacancies at depth $x$, with diffusivities $D_I$ and $D_V$ and recombination coefficient $k$:

$$\frac{\partial I}{\partial t}=D_I\frac{\partial^2I}{\partial x^2}-kIV,\qquad
\frac{\partial V}{\partial t}=D_V\frac{\partial^2V}{\partial x^2}-kIV .$$

Thermal equilibrium densities are neglected beside the damage. Subtract the equations, and the recombination terms cancel:

$$\frac{\partial(I-V)}{\partial t}=\frac{\partial^2}{\partial x^2}(D_II-D_VV).\tag{1}$$

Integrate over a box whose two ends let nothing through. The right side becomes the difference of the end fluxes, which is zero, so the net number per area is constant. Solving the full nonlinear equations in such a box leaves 1.00 interstitial per ion when the start is 250 pairs plus one extra atom. It leaves 1.00 when the start is 25 pairs plus one extra atom, and 0.00 when the start is one pair with no extra atom.

**Q:** A real wafer has a surface. If it absorbs interstitials and vacancies, your count is no longer protected.

**A:** Correct, and this is one reason for saying "roughly one". Here is a case with round parameters. The dose is $Q=0.10$ nm$^{-2}$, or $10^{13}$ cm$^{-2}$. The ions stop at a mean depth $R_p=100$ nm, with a Gaussian width of 25 nm, and all become substitutional. The pairs are centred at 80 nm, with a width of 20 nm. I take $D_I=1000$ nm$^2$/s, $D_V=300$ nm$^2$/s and a surface that absorbs every defect reaching it. The recombination coefficient is $k=4\pi r(D_I+D_V)$ with $r=0.5$ nm, which gives 8168 nm$^3$/s. This is a dilute, diffusion-limited estimate, so the early times below are only a scale.

If pair interstitials and vacancies start with the same depth profile, the numbers per ion are:

| Time (s) | $I$ | $V$ | $I-V$ |
|---:|---:|---:|---:|
| 0 | 250.990 | 249.990 | 1.000 |
| 0.001 | 74.735 | 73.735 | 1.000 |
| 0.1 | 2.218 | 1.294 | 0.924 |
| 1 | 0.888 | 0.038 | 0.850 |
| 10 | 0.503 | 0.000 | 0.503 |

The entries for $I$ and $V$ up to 0.1 s move by up to 0.003 on a finer mesh; the later ones do not change. In the first millisecond about 176 pairs per ion disappear, while the difference stays at 1.000. By 0.1 s the difference is 0.924. Bulk recombination cannot change it, so the surface must have taken 0.076 more interstitials than vacancies per ion. When the vacancies are nearly gone, at 1 s, 0.888 interstitials per ion remain. There is no moment at which the count settles at one, because loss to the surface overlaps the end of recombination.

**Q:** Then should I use 0.888 instead of one?

**A:** Not for diffusion below the implant. There the relevant quantity is the interstitial density integrated over time, and it can be found without choosing a moment at which to count survivors. Define

$$W(x)=\int_0^\infty(D_II-D_VV)\,dt,\qquad s(x)=I(x,0)-V(x,0).$$

Let the defects eventually drain out through the surface. Integrating equation (1) over all time gives $0-s$ on the left and $W''$ on the right:

$$W''(x)=-s(x).$$

At the absorbing surface $I=V=0$, so $W(0)=0$. Let the deep boundary at $x=L$ reflect, so $W'(L)=0$. Integrate from $y$ to $L$:

$$W'(L)-W'(y)=-\int_y^Ls(x')\,dx'
\quad\Rightarrow\quad W'(y)=\int_y^Ls(x')\,dx'.$$

A second integration, from 0 to $x$, gives

$$W(x)=\int_0^xdy\int_y^Ls(x')\,dx'.$$

Exchange the order. A source at $x'$ contributes for all $y$ that are less than both $x$ and $x'$, an interval of length $\min(x,x')$. Hence

$$W(x)=\int_0^L\min(x,x')\,s(x')\,dx'.\tag{2}$$

If $x$ lies below the whole implant, then $\min(x,x')=x'$ wherever $s$ matters. Each initial defect is weighted by its depth, positive for an interstitial and negative for a vacancy. The same formula holds if the clock is started later, with the net density at that moment as the source. An interstitial that is then just under the surface carries almost no weight in what remains of $W$, so its loss lowers the count by one but hardly changes the deep drive. This is why the count can fall below one during recombination without a matching fall in the deep drive.

**Q:** With identical pair profiles, the pairs then cancel in $W$ as well. What if they are not identical? Recoils tend to travel in the direction of the beam.

**A:** Then the pairs do leave a trace. Let $p(x)$ be the ion profile and $g(x)$ the vacancy profile, both normalized to one, and let the pair interstitials lie deeper by a mean distance $\delta$. Each substitutional dopant adds one unit of $I-V$ where the ion stops. For $f=1$, and neglecting the profile tails cut off at the surface,

$$s(x)=Q\{p(x)+\nu[g(x-\delta)-g(x)]\}.$$

If $R_d$ is the mean vacancy depth, the mean interstitial depth is $R_d+\delta$. Equation (2) below the implant becomes

$$W=Q\{R_p+\nu[(R_d+\delta)-R_d]\}=Q(R_p+\nu\delta).$$

Relative to one interstitial per ion released at depth $R_p$, the effective plus factor is

$$n_{\rm eff}=\frac{W}{QR_p}=1+\frac{\nu\delta}{R_p}.\tag{3}$$

The pairs enter through the product of their number and their displacement. With 250 pairs, $\delta=0.2$ nm gives $250\times0.2/100=0.5$, hence $n_{\rm eff}=1.5$. Doubling $\delta$ gives 2.0. A displacement much smaller than the implant depth can matter because so many pairs share it.

If only a fraction $f$ becomes substitutional, independently of depth, the ion term is multiplied by $f$, and $n_{\rm eff}=f+\nu\delta/R_p$.

**Q:** Does that mean 1.5 interstitials per ion are present after recombination?

**A:** No. Equation (3) measures a time-integrated effect at depth. For $\delta=0.2$ nm the simulated counts at 1 s are 1.260 interstitials and 0.305 vacancies per ion, and at 10 s they are 0.737 and 0.000. To first order in $\delta$,

$$s(x)\simeq Q[p(x)-\nu\delta\,g'(x)].$$

On the shallow side of the damage $g'>0$, so the shift favours vacancies there; on the deep side it favours interstitials. Defects separated in this way must diffuse before they can meet. That agrees with the larger number of vacancies left at 1 s: 0.305 per ion, against 0.038 without the shift.

**Q:** Boron responds to interstitials, but $W$ contains $D_II-D_VV$. Could vacancies spoil the comparison?

**A:** In principle yes, because

$$\int_0^\infty D_II\,dt=W+\int_0^\infty D_VV\,dt.$$

The last term has to be checked. At a marker depth of 200 nm the simulation gives, in nm$^{-1}$:

| $\delta$ (nm) | Interstitial part | Vacancy part | $Q(R_p+\nu\delta)$ |
|---:|---:|---:|---:|
| 0.0 | 10.001 | 0.0012 | 10.000 |
| 0.2 | 15.001 | 0.00068 | 15.000 |
| 0.4 | 20.000 | 0.00049 | 20.000 |

The vacancy part is at most about 0.01% of the interstitial part in these three cases. So small a value relies on the choice of slow vacancies: for $\delta=0$ it rises to about 0.8% with $D_V=3000$ nm$^2$/s and to about 3% with $D_V=30000$ nm$^2$/s, with $k$ scaled accordingly. Here $W$ can therefore stand for the interstitial drive. Inside the damage, where vacancies are plentiful at first, that replacement would need its own check.

**Q:** Most of the surplus is thought to sit in interstitial clusters during the anneal. Does clustering change the plus factor?

**A:** Let $C(x,t)$ be the density of interstitials stored in immobile clusters. The conserved difference is now $I+C-V$, and equation (1) becomes

$$\frac{\partial(I+C-V)}{\partial t}=\frac{\partial^2}{\partial x^2}(D_II-D_VV).$$

If the clusters are absent at the start and fully dissolved at the end, then $\int_0^\infty(\partial C/\partial t)\,dt=0$. The equation for $W$ is unchanged, whatever the law of growth and dissolution. If some clusters survive as stable defects, their final density must be subtracted from $s$, and $W$ is smaller.

This fixes $W$, not the interstitial part alone. If storage is fast enough to compete with recombination, it shields interstitials from the vacancies. The vacancies then live longer, $\int D_VV\,dt$ may no longer be negligible, and the interstitial part exceeds $W$ by that amount.

The timing does change. For a simple storage law $\partial C/\partial t=aI-bC$, slow diffusion keeps $C\simeq(a/b)I$. Once the vacancies have gone, substitution gives

$$\left(1+\frac ab\right)\frac{\partial I}{\partial t}\simeq D_I\frac{\partial^2I}{\partial x^2}.$$

With $a=4$ s$^{-1}$ and $b=1$ s$^{-1}$, the process should take about five times as long. For $\delta=0.2$ nm, in a simulated box 400 nm deep with a reflecting far end, the time to reach half of the interstitial integral at the marker rises from about 35 s to about 180 s, a factor of 5.1. The times themselves depend on the depth of the box. The integral itself is 15.016 nm$^{-1}$, against 15.001 without storage, a difference of 0.1%. Here storage is slow compared with the early recombination, so it spreads the enhancement over time and leaves its total almost unchanged.

**Q:** And if the surface is a poor sink?

**A:** Suppose the flux into the surface is proportional to the density there: $D_II'(0)=h_II(0)$ and $D_VV'(0)=h_VV(0)$. Take the simple case in which both defects have the same length $\ell=D_I/h_I=D_V/h_V$. Multiplying each condition by $\ell$ gives $\ell D_II'(0)=D_II(0)$, and likewise for $V$. Subtracting and integrating over time gives $W(0)=\ell W'(0)$. Since $W'(0)=\int_0^Ls\,dx=Q$, the whole solution is raised by $Q\ell$:

$$W=Q(R_p+\ell+\nu\delta).$$

One interstitial per ion without pairs would now give $Q(R_p+\ell)$, so

$$n_{\rm eff}=1+\frac{\nu\delta}{R_p+\ell}.$$

A poor sink increases the total drive, because interstitials stay longer, but it brings the plus factor closer to one. For $\ell\to0$ equation (3) returns. I have derived this case but not simulated it.

**Q:** How much would the wrong count change a predicted boron profile?

**A:** Suppose boron diffuses through interstitials, with $D_B=D_B^*I/I^*$, where stars denote thermal equilibrium. Below the implant the transient contribution is

$$\int D_B\,dt=\frac{D_B^*}{D_II^*}\int D_II\,dt
\simeq\frac{D_B^*\,n_{\rm eff}\,QR_p}{D_II^*}.$$

For illustration choose $D_B^*=10^{-6}$ nm$^2$/s and $I^*=10^{-10}$ nm$^{-3}$. These are round numbers, not silicon data for a particular anneal. Only the ratio $D_B^*/(D_II^*)$ enters, and it depends on temperature, so the lengths below serve to compare the counts, not to predict a profile. Then $QR_p=0.10\times100=10$ nm$^{-1}$ and $D_II^*=10^{-7}$ nm$^{-1}$s$^{-1}$. Their ratio is $10^8$ s, so $n_{\rm eff}=1$ gives 100 nm$^2$. As a nominal diffusion length take $\sqrt{2\int D_B\,dt}$:

- for $n_{\rm eff}=1$, $\sqrt{200}$ nm, or 14.1 nm;
- for $n_{\rm eff}=1.5$, $\sqrt{300}$ nm, or 17.3 nm;
- for 250 interstitials per ion entered as survivors at the ion depth $R_p$, without their vacancies, so that $n_{\rm eff}=250$, $\sqrt{50000}$ nm, or about 224 nm.

The last value is $\sqrt{250}\simeq16$ times the first. The recoil shift, by comparison, is a moderate correction.

**Q:** So my starting condition, one interstitial per ion and no vacancies, was reasonable, but my explanation of it was wrong.

**A:** Yes, for diffusion below an implant that leaves the lattice crystalline, puts nearly all dopants on sites and has $\nu\delta\ll R_p$, provided nearly all vacancies recombine before they can diffuse away. Recombination is quadratic in the defect densities, so in this model the last condition fails at low enough dose; the interstitial drive then exceeds $W$ by the vacancy part. With the parameters above and $\delta=0$, the excess is about 3% at $10^{12}$ cm$^{-2}$, and the drive is about three times $W$ at $10^{11}$ cm$^{-2}$. A model in depth alone leaves out recombination within each cascade, so these figures describe the model, not silicon. Inside the implant the vacancy part must be checked too. When $\nu\delta$ is comparable with $R_p$, use a larger factor. If a layer is amorphized and regrows as good crystal, its defects are erased, and $s$ must be built from the damage left below it. The atom count for the whole implant does not fix that remainder at one per ion.

The remaining values are in the numerical output below. In your notes, I would replace "one Frenkel pair per ion" by "one net interstitial per substitutional dopant, after the pairs have recombined".

## Computed values

```
damage energy 10000 eV, threshold 20 eV
recoils per ion 5, each 2000 eV
pairs per ion: formula 250, cascades 250.5 +/- 0.3
Crystal count, 300 ions:
 pairs/ion 2, kick-out probability 0.0: self-I/ion 0.6633, substitutional 0.6633
 pairs/ion 2, kick-out probability 0.5: self-I/ion 0.8267, substitutional 0.8267
 pairs/ion 2, kick-out probability 1.0: self-I/ion 1.0000, substitutional 1.0000
 pairs/ion 250, kick-out probability 1.0: self-I/ion 1.0000, substitutional 1.0000
dose 0.10 nm^-2 = 1.0e+13 cm^-2
ion depth 100 nm, width 25 nm
damage depth 80 nm, width 20 nm
D_I 1000 nm^2/s, D_V 300 nm^2/s
capture radius 0.5 nm, k 8168 nm^3/s
box 400 nm, marker 200 nm, end 10000 s
Closed crystal, final self-interstitials per ion:
 pairs/ion 250, extra atoms/ion 1: 1.0004
 pairs/ion 25, extra atoms/ion 1: 1.0000
 pairs/ion 1, extra atoms/ion 0: 0.0000
Absorbing surface, defects per ion during recombination:
 shift 0.0 nm, t 0 s: I 250.990, V 249.990
 shift 0.0 nm, t 0.001 s: I 74.735, V 73.735
 shift 0.0 nm, t 0.01 s: I 13.430, V 12.437
 shift 0.0 nm, t 0.1 s: I 2.218, V 1.294
 shift 0.0 nm, t 1 s: I 0.888, V 0.038
 shift 0.0 nm, t 10 s: I 0.503, V 0.000
 shift 0.2 nm, t 0 s: I 250.990, V 249.990
 shift 0.2 nm, t 0.001 s: I 74.742, V 73.742
 shift 0.2 nm, t 0.01 s: I 13.476, V 12.482
 shift 0.2 nm, t 0.1 s: I 2.523, V 1.594
 shift 0.2 nm, t 1 s: I 1.260, V 0.305
 shift 0.2 nm, t 10 s: I 0.737, V 0.000
Time integrals at the marker, in nm^-1:
 shift 0.0 nm: I part 10.001, V part 1.2e-03, moment law 10.000
  effective plus factor: simulation 1.000, formula 1.000
 shift 0.2 nm: I part 15.001, V part 6.8e-04, moment law 15.000
  effective plus factor: simulation 1.500, formula 1.500
 shift 0.4 nm: I part 20.000, V part 4.9e-04, moment law 20.000
  effective plus factor: simulation 2.000, formula 2.000
storage rate 4 s^-1, release 1 s^-1, shift 0.2 nm: I part 15.016 nm^-1
half of I part reached: free 35.5 s, with storage 179.8 s
boron D* 1.0e-06 nm^2/s, equilibrium I 1.0e-10 nm^-3
 plus one: factor 1.0, integral 100 nm^2, length 14.1 nm
 shift 0.2 nm: factor 1.5, integral 150 nm^2, length 17.3 nm
 all pair I mistaken for survivors: factor 250.0, integral 25000 nm^2, length 223.6 nm
```
